# Gaussian-process regression: posterior mean, variance and kernel ridge regression

## One measured energy

Suppose that an energy \(f(x)\) is wanted at a geometry \(x_*\), but one noisy value \(y=f(x_1)+e\) at another geometry \(x_1\) is all that is known. Before the measurement, let \(f(x_1)\) and \(f(x_*)\) be jointly Gaussian with mean zero, variance \(s_f^2\) each, and correlation \(c\). Let the noise \(e\) be Gaussian, independent of \(f\), with mean zero and variance \(s_n^2\). Then

\[
\mathrm{Var}\,y=s_f^2+s_n^2,\qquad \mathrm{Cov}(y,f(x_*))=s_f^2c .
\]

The noise enters the first expression but not the second, because it is independent of \(f(x_*)\).

Subtract from \(f(x_*)\) a multiple of \(y\), chosen so that the remainder \(u=f(x_*)-ay\) is uncorrelated with \(y\):

\[
0=\mathrm{Cov}(u,y)=s_f^2c-a(s_f^2+s_n^2)
\quad\Rightarrow\quad a=\frac{c}{1+\lambda},\qquad \lambda=\frac{s_n^2}{s_f^2}.
\]

For jointly Gaussian variables, uncorrelated means independent (Lemma 1 below). Learning \(y\) therefore tells us nothing about \(u\), and \(f(x_*)=ay+u\) has the conditional mean \(cy/(1+\lambda)\). Its conditional variance is that of \(u\). Since \(\mathrm{Cov}(u,y)=0\),

\[
\mathrm{Var}\,u=\mathrm{Cov}(u,f(x_*)-ay)=\mathrm{Cov}(u,f(x_*))=s_f^2-as_f^2c=s_f^2\left(1-\frac{c^2}{1+\lambda}\right).
\]

Now forget probability and fit a curve \(g(x)=\alpha\,c(x_1,x)\), where \(c(x_1,x)\) is the correlation as a function of \(x\) and \(c(x_1,x_1)=1\). Penalise large amplitudes by minimising \((y-\alpha)^2+\lambda\alpha^2\). The derivative \(-2(y-\alpha)+2\lambda\alpha\) vanishes at \(\alpha=y/(1+\lambda)\), so \(g(x_*)=cy/(1+\lambda)\). This is the conditional mean again. The penalty strength that makes the two agree is the ratio of the noise variance to the signal variance.

## Assumptions and theorem

Let \(f\) be a Gaussian process: its values at any finite set of points are jointly Gaussian. Its mean \(m(x)\) is known and its covariance is

\[
\mathrm{Cov}(f(x),f(x'))=s_f^2\,c(x,x'),\qquad c(x,x)=1,\quad s_f>0.
\]

The correlation function \(c\) is symmetric and positive semidefinite, meaning \(\sum_{jk}a_ja_kc(z_j,z_k)\ge0\) for all real \(a_j\) and all points \(z_j\). The data are \(y_i=f(x_i)+e_i\), \(i=1,\dots,n\). The \(e_i\) are independent of each other and of \(f\), and Gaussian with mean zero and variance \(s_n^2>0\). The values of \(s_f\), \(s_n\) and any parameters in \(c\) are given, not estimated from the data. Write

\[
r_i=y_i-m(x_i),\quad C_{ij}=c(x_i,x_j),\quad (c_*)_i=c(x_i,x_*),\quad K=s_f^2C,\quad k_*=s_f^2c_* .
\]

**Theorem.**

(a) Given the data, \(f(x_*)\) is Gaussian with mean and variance

\[
\mu_*=m(x_*)+k_*^T(K+s_n^2I)^{-1}r,\qquad
v_*=s_f^2-k_*^T(K+s_n^2I)^{-1}k_* .
\]

(b) For \(\lambda>0\), the kernel ridge objective

\[
J[g]=\sum_{i=1}^n\bigl(r_i-g(x_i)\bigr)^2+\lambda\|g\|^2,
\]

with the norm belonging to \(c\) (defined below), has the unique minimiser \(g(x_*)=c_*^T(C+\lambda I)^{-1}r\).

(c) If \(\lambda=s_n^2/s_f^2\), then \(\mu_*=m(x_*)+g(x_*)\) for every \(x_*\). If \(C\) is invertible and \(r\neq0\), no other \(\lambda>0\) achieves this.

The inverses exist: for \(v\ne0\), \(v^T(K+s_n^2I)v=v^TKv+s_n^2|v|^2>0\), and the same argument applies to \(C+\lambda I\).

## Conditioning the joint Gaussian

**Lemma 1.** If a number \(u\) and a vector \(r\) are jointly Gaussian with zero means and \(\mathrm{Cov}(u,r)=0\), they are independent.

*Proof.* A zero-mean Gaussian variable \(w\) has \(\langle e^{iw}\rangle=e^{-\mathrm{Var}(w)/2}\). Apply this to \(w=su+t^Tr\), which is Gaussian for any real \(s\) and \(t\). The cross term in its variance vanishes, so

\[
\langle e^{i(su+t^Tr)}\rangle=e^{-s^2\mathrm{Var}(u)/2}\;e^{-t^T\mathrm{Cov}(r,r)t/2}
=\langle e^{isu}\rangle\langle e^{it^Tr}\rangle .
\]

This characteristic function determines the joint distribution, and its product form is that of independent variables. ∎

*Proof of (a).* The function values and the noise are jointly Gaussian, and \(r\) and \(f_*=f(x_*)\) are built from them linearly, so \(r\) and \(f_*\) are jointly Gaussian too. Their covariances are

\[
\mathrm{Cov}(r,r)=K+s_n^2I\equiv\Sigma,\qquad \mathrm{Cov}(r,f_*)=k_*,\qquad \mathrm{Var}f_*=s_f^2 .
\]

Define \(u=f_*-m(x_*)-Ar\), where \(A\) is a row vector. It has mean zero, and

\[
\mathrm{Cov}(u,r)=k_*^T-A\Sigma=0\quad\Rightarrow\quad A=k_*^T\Sigma^{-1}.
\]

With this \(A\), Lemma 1 makes \(u\) independent of \(r\), so fixing the data leaves the distribution of \(u\) unchanged. In \(f_*=m(x_*)+Ar+u\) the first two terms are then fixed numbers and \(u\) is a zero-mean Gaussian. The conditional mean is \(m(x_*)+Ar=\mu_*\). The conditional variance is

\[
\mathrm{Var}\,u=\mathrm{Cov}(u,f_*)-\mathrm{Cov}(u,r)A^T=s_f^2-Ak_*-0=v_* .\qquad\blacksquare
\]

**Remark 1: what the variance contains.** The measured values do not appear in \(v_*\); the measurement positions do. A surprising energy does not widen the error bar unless \(s_f\), \(s_n\) or \(c\) is revised. Also, \(v_*\) refers to the underlying function. A new noisy observation at \(x_*\) has variance \(v_*+s_n^2\), because its noise is independent of everything before it.

**Remark 2: where Gaussianity is used.** If the noise or the prior is not Gaussian, \(A\) still makes \(u\) uncorrelated with the data, but Lemma 1 no longer gives independence. The conditional distribution then need not have mean \(\mu_*\) or variance \(v_*\).

## Kernel ridge regression

The penalty in (b) needs a norm. Consider all finite sums \(g=\sum_ja_jc(z_j,\cdot)\), with any centres \(z_j\), whether or not they are data points. For a second such sum \(h=\sum_kb_kc(w_k,\cdot)\), define

\[
\langle g,h\rangle=\sum_{jk}a_jb_kc(z_j,w_k)=\sum_kb_k\,g(w_k)=\sum_ja_j\,h(z_j).
\]

The second form depends on \(g\) through its values alone, and the third does the same for \(h\). The result is therefore independent of how either function is written as a sum. Put \(\|g\|^2=\langle g,g\rangle\), which is non-negative because \(c\) is positive semidefinite. Choosing \(h=c(x,\cdot)\) gives the reproducing property

\[
\langle g,c(x,\cdot)\rangle=g(x).
\]

By the Cauchy–Schwarz inequality, \(g(x)^2\le\|g\|^2c(x,x)=\|g\|^2\), so a function of zero norm vanishes everywhere.

**Lemma 2.** A minimiser of \(J\) has the form \(g=\sum_{i=1}^n\alpha_ic(x_i,\cdot)\).

*Proof.* The functions \(c(x_i,\cdot)\) span a finite-dimensional space, so \(g\) splits into a part \(g_\parallel\) in that space and a part \(g_\perp\) orthogonal to it. At each data point \(g_\perp(x_i)=\langle g_\perp,c(x_i,\cdot)\rangle=0\), so \(g_\perp\) does not affect the fit. Since \(\|g\|^2=\|g_\parallel\|^2+\|g_\perp\|^2\), we have \(J[g]=J[g_\parallel]+\lambda\|g_\perp\|^2\), and a minimiser must have \(g_\perp=0\). ∎

*Proof of (b).* For \(g\) of this form, \(g(x_i)=(C\alpha)_i\) and \(\|g\|^2=\alpha^TC\alpha\), so

\[
J(\alpha)=|r-C\alpha|^2+\lambda\alpha^TC\alpha .
\]

Let \(\hat\alpha=(C+\lambda I)^{-1}r\), which means \(r-C\hat\alpha=\lambda\hat\alpha\). For any displacement \(\delta\),

\[
\begin{aligned}
J(\hat\alpha+\delta)&=|\lambda\hat\alpha-C\delta|^2+\lambda(\hat\alpha+\delta)^TC(\hat\alpha+\delta)\\
&=\lambda^2|\hat\alpha|^2-2\lambda\hat\alpha^TC\delta+\delta^TC^2\delta
+\lambda\hat\alpha^TC\hat\alpha+2\lambda\hat\alpha^TC\delta+\lambda\delta^TC\delta\\
&=J(\hat\alpha)+\delta^TC^2\delta+\lambda\delta^TC\delta .
\end{aligned}
\]

The terms linear in \(\delta\) cancel and the two added terms are non-negative, so \(\hat\alpha\) gives a minimum. Another minimum would need \(\delta^TC\delta=0\). This is the squared norm of \(\sum_i\delta_ic(x_i,\cdot)\), so that function is zero and the minimising function has not changed. Finally \(g(x_*)=\sum_i\hat\alpha_ic(x_i,x_*)=c_*^T(C+\lambda I)^{-1}r\). ∎

## The two predictions coincide

*Proof of (c).* With \(\lambda=s_n^2/s_f^2\), \(K+s_n^2I=s_f^2(C+\lambda I)\). Hence

\[
k_*^T(K+s_n^2I)^{-1}r=s_f^2c_*^T\,\frac{1}{s_f^2}(C+\lambda I)^{-1}r=c_*^T(C+\lambda I)^{-1}r .
\]

Conversely, suppose \(\lambda\) and \(\lambda'\) give the same function, with coefficients \(\alpha\) and \(\alpha'\). Equality at the data points says \(C\alpha=C\alpha'\), so \(\alpha=\alpha'\) when \(C\) is invertible. Subtracting \((C+\lambda'I)\alpha=r\) from \((C+\lambda I)\alpha=r\) leaves \((\lambda-\lambda')\alpha=0\). If \(\lambda\neq\lambda'\), then \(\alpha=0\) and \(r=0\), contrary to assumption. ∎

**Remark 3: why they agree.** Let \(C\) be invertible and let \(\varphi_i=f(x_i)-m(x_i)\). By Bayes' rule the posterior density of \(\varphi\) is proportional to likelihood times prior,

\[
\exp\left[-\frac12\left(\frac{|r-\varphi|^2}{s_n^2}+\varphi^TK^{-1}\varphi\right)\right].
\]

Substitute \(\varphi=C\alpha\), for which \(\varphi^TK^{-1}\varphi=\alpha^TC\alpha/s_f^2\). The round bracket becomes \(J(\alpha)/s_n^2\) with \(\lambda=s_n^2/s_f^2\). Minimising \(J\) thus finds the most probable function values, and for a Gaussian the most probable value is the mean. The squared misfit comes from the noise and the penalty from the prior.

**Remark 4: conventions for the regulariser.** The ratio is one of variances, not of standard deviations. If the misfit is averaged over the \(n\) points, dividing \(J\) by \(n\) shows that the penalty coefficient must be \(\lambda/n\). If the norm is built from the full covariance \(k=s_f^2c\), then \(g=\sum_j(a_j/s_f^2)k(z_j,\cdot)\) and

\[
\|g\|_k^2=\sum_{jl}\frac{a_ja_l}{s_f^4}\,s_f^2c(z_j,z_l)=\frac{\|g\|^2}{s_f^2},
\]

so \(\lambda\|g\|^2=s_n^2\|g\|_k^2\) and the coefficient is \(s_n^2\).

**Remark 5: what ridge regression lacks.** In terms of \(\lambda\), the variance is \(v_*=s_f^2[1-c_*^T(C+\lambda I)^{-1}c_*]\). Multiplying \(s_f\) and \(s_n\) by a common factor \(q\) leaves \(\lambda\) and the mean unchanged but multiplies \(v_*\) by \(q^2\). The ridge objective contains \(\lambda\) alone, so the size of the error bar needs one more number, \(s_f\) or \(s_n\), supplied or estimated separately.

**Remark 6: limits.** Far from all data, where \(c_*\to0\), the prediction returns to \(m(x_*)\) and the variance to \(s_f^2\). As \(s_n\to0\) with \(C\) invertible, the mean at the data points tends to \(m+CC^{-1}r=y\), and the variance there tends to zero: the curve interpolates. As \(s_n\to\infty\) at fixed \(s_f\), the data lose all influence.

## Two points by hand

Take dimensionless data \(y=(1,-0.5)\) at \(x=(0,1)\), with \(m=0\), \(s_f=1\), \(s_n=0.5\) and \(c(x,x')=\exp[-(x-x')^2/(2\ell^2)]\), \(\ell=0.5\). Then \(\lambda=0.25\). For \(x_*=0.4\),

\[
\Sigma=\begin{pmatrix}1.25&0.1353\\0.1353&1.25\end{pmatrix},\qquad
k_*=\begin{pmatrix}0.7261\\0.4868\end{pmatrix},\qquad
\Sigma^{-1}k_*=\begin{pmatrix}0.54515\\0.33038\end{pmatrix}.
\]

The mean is \(0.54515\times1-0.33038\times0.5=0.3800\). The variance is \(1-0.7261\times0.54515-0.4868\times0.33038=0.4433\). Direct integration of prior times likelihood over the three function values gives the same two numbers. Doubling both \(s_f\) and \(s_n\) leaves the mean at 0.3800 and raises the variance to 1.7733, four times as large.

## A pair potential for H₂

The function is now the interaction energy of two hydrogen atoms at distance \(R\), computed by full configuration interaction in the cc-pVDZ basis. It is measured from twice the atomic energy in the same basis, \(-0.499278\) hartree per atom. The prior mean \(m=0\) is therefore the dissociation limit. Full configuration interaction solves the electronic problem within this basis; the error of the basis itself remains, and it is not small. In aug-cc-pVTZ the noise-free interaction energy changes from \(-0.1039\) to \(-0.1220\) hartree at 1.0 bohr, from \(-0.1571\) to \(-0.1677\) at 1.25 bohr, from \(-0.0280\) to \(-0.0314\) at 3.5 bohr and from \(-0.0006\) to \(-0.0008\) at 6 bohr. The cc-pVDZ curve serves here as a test function, not as the converged H₂ potential.

Artificial Gaussian noise with \(s_n=0.002\) hartree was added to six energies. The correlation function is the one above with \(\ell=1\) bohr, and \(s_f=0.1\) hartree. These are chosen, not optimised, values, and they give \(\lambda=0.002^2/0.1^2=0.0004\).

| \(R\) (bohr) | noisy energy (hartree) | \(\hat\alpha\) (hartree) |
|---|---|---|
| 1.0 | −0.1039 | 1.6823 |
| 1.5 | −0.1639 | −4.5723 |
| 2.0 | −0.1327 | 5.4762 |
| 2.5 | −0.0901 | −3.8930 |
| 3.0 | −0.0532 | 1.4222 |
| 4.0 | −0.0158 | −0.1734 |

At \(R=1.25\) bohr, multiplying each unrounded coefficient by its correlation \(\exp[-(R-R_i)^2/(2\ell^2)]\) gives, in hartree,

\[
1.6306-4.4316+4.1337-1.7824+0.3076-0.0040=-0.1461 .
\]

The large terms cancel strongly, so the individual coefficients should not be read as energies of anything. The Gaussian-process predictions, in hartree, are:

| \(R\) (bohr) | mean | standard deviation | noise-free energy |
|---|---|---|---|
| 1.25 | −0.1461 | 0.0022 | −0.1571 |
| 3.50 | −0.0262 | 0.0064 | −0.0280 |
| 6.00 | −0.0145 | 0.0976 | −0.0006 |
| 10.00 | 0.0000 | 0.1000 | 0.0000 |

Minimising \(J\) numerically, with four extra centres away from the data, reproduces the mean to about \(10^{-13}\) hartree between 0.8 and 7 bohr. Using the ratio of standard deviations instead, \(\lambda=0.02\), changes the curve by up to 0.033 hartree in that range.

The first row deserves attention. The prediction, \(-3.98\) eV with a stated standard deviation of 0.06 eV, misses the noise-free energy by 0.0109 hartree, which is 5.0 standard deviations. The variance formula is not at fault. When functions are drawn from the prior itself, the sampled error at 3.5 bohr has standard deviation 0.006349 hartree, against 0.006355 from the formula; at 1.25 bohr sampling and formula both give 0.0022 hartree. The miss is not peculiar to the basis or the noise: with aug-cc-pVTZ energies and the same noise it is 4.6 standard deviations, and with noise-free cc-pVDZ data it is 4.8. A miss of five standard deviations would be very improbable if the H₂ curve were a typical draw from this prior, so the miss is evidence against the chosen prior. This calculation does not show which ingredient of the prior (\(m\), \(\ell\), \(s_f\) or the form of \(c\)) is responsible.

At 6 bohr, two correlation lengths beyond the last data point, the standard deviation has returned almost to \(s_f\) (Remark 6). It is 0.0976 hartree, while the noise-free cc-pVDZ interaction is only \(-0.0006\) hartree. The error there is 0.14 standard deviations, which by itself is not unusual under the prior. The wide bar reflects that this prior allows the same spread \(s_f\) at every distance and that its covariance, unlike its mean, contains nothing about the interaction vanishing at large \(R\). The posterior variance measures uncertainty within the assumed model. It is a reliable error bar for a potential to the extent that the prior describes that potential and the assumed noise describes the errors in the data.

The numerical check checks the mean and variance formulas by quadrature and by sampling, checks the ridge equivalence and the posterior mode by direct minimisation, and prints the main numbers used above.

## Computed results

```
TWO-POINT CASE (dimensionless)
x = [0. 1.], y = [ 1.  -0.5], x* = 0.4, length = 0.5
s_f = 1.0, s_n = 0.5, lambda = 0.25
c(x1,x2) = 0.135335
c(x1,x*), c(x2,x*) = [0.726149 0.486752]
weights on y1, y2 = [0.54515  0.330379]
formula:    mean 0.379960, variance 0.443327
quadrature: mean 0.379960, variance 0.443327
both scales doubled: mean 0.379960, variance 1.773309
H2 PAIR POTENTIAL, full CI / cc-pVDZ
H atom energy = -0.499278 hartree
s_f = 0.1 hartree, s_n = 0.002 hartree, length = 1.0 bohr
lambda = s_n^2/s_f^2 = 0.000400 (no unit)
R/bohr  clean/hartree  noisy/hartree  alpha/hartree
 1.00     -0.103873     -0.103871      1.682320
 1.50     -0.164456     -0.163859     -4.572297
 2.00     -0.132130     -0.132679      5.476241
 2.50     -0.088328     -0.090109     -3.893015
 3.00     -0.052319     -0.053228      1.422171
 4.00     -0.013847     -0.015831     -0.173399
Predictions, hartree: R/bohr, GP mean, GP sd, ridge, clean value
 1.25   -0.146117    0.002181   -0.146117   -0.157056
 3.50   -0.026198    0.006355   -0.026198   -0.027988
 6.00   -0.014524    0.097583   -0.014524   -0.000579
10.00   -0.000000    0.100000   -0.000000   -0.000001
(GP mean - clean)/sd at these R = [ 5.02  0.28 -0.14  0.  ]
largest |ridge - GP mean|, 0.8 to 7 bohr = 1.0e-13 hartree
wrong lambda = s_n/s_f = 0.0200 (no unit)
ridge with wrong lambda at these R = [-0.13665  -0.029191  0.001148  0.      ] hartree
largest |wrong ridge - GP mean| = 0.032772 hartree
sampling at R = 3.5 bohr, 200000 draws:
  residual sd 0.006349 hartree, formula 0.006355 hartree
  largest |correlation| of residual with data = 0.0048
  sd for a new noisy observation = 0.006662 hartree
at R = 1.25 bohr: mean -3.9761 eV, sd 0.0593 eV
```
